# Coupled-cluster doubles for minimal-basis H2: amplitude equation, roots and linearization

## Problem

Two hydrogen nuclei sit at a fixed distance \(R\). Each carries one real, normalized s function, \(a\) or \(b\), with overlap \(S=\langle a|b\rangle\). The symmetry orbitals are

\[
g=\frac{a+b}{\sqrt{2(1+S)}},\qquad u=\frac{a-b}{\sqrt{2(1-S)}} .
\]

The reference determinant is \(|0\rangle=|g\bar g\rangle\) and the doubly excited one is \(|D\rangle=|u\bar u\rangle\), where a bar marks spin down. Their energies are \(E_0\) and \(E_D\), both including the nuclear repulsion \(V_{nn}\). Define

\[
2\Delta=E_D-E_0,\qquad K=(gu|gu),
\]

with \((pq|rs)=\iint p(1)q(1)\,r_{12}^{-1}\,r(2)s(2)\,d^3r_1\,d^3r_2\). Hartree atomic units are used.

1. Show that the coupled-cluster doubles (CCD) amplitude \(t\) obeys \(K+2\Delta t-Kt^2=0\).
2. Show that the two roots give the energies of both gerade singlet states of full configuration interaction (FCI) in this basis.
3. Show that dropping the \(t^2\) term gives the correlation energy \(-K^2/(2\Delta)\), and find when this is a good approximation.
4. Evaluate everything for the STO-3G basis at \(R=1.4\) bohr.

## Hints

**Hint 1.** List the determinants of two electrons in four spin orbitals. Inversion leaves \(g\) unchanged and reverses the sign of \(u\). Which determinants can mix with \(|0\rangle\)?

**Hint 2.** Write the cluster operator as \(T=tX\), with \(X|0\rangle=|D\rangle\). What is \(X^2\)?

**Hint 3.** Project \(e^{-T}He^{T}|0\rangle=E|0\rangle\) on \(\langle 0|\) and on \(\langle D|\). Work out what \(e^{-T}\) does to the bra on its left.

**Hint 4.** For part 2, compare the amplitude equation with the characteristic equation of a \(2\times2\) matrix.

## Full solution

### The states that matter

Two electrons in four spin orbitals form six determinants. Four of them have one electron in \(g\) and one in \(u\). They change sign under inversion, so they are ungerade; they make up one singlet and one triplet. The other two, \(|0\rangle\) and \(|D\rangle\), are gerade closed-shell singlets. Since \(H\) commutes with inversion, it does not couple the two groups. Single excitations therefore play no part, and the gerade FCI problem has dimension two.

Let \(h_p\) be the one-electron energy of orbital \(p\) and \(J_{pq}=(pp|qq)\). Then

\[
E_0=2h_g+J_{gg}+V_{nn},\qquad E_D=2h_u+J_{uu}+V_{nn}.
\]

The two determinants differ in both spin orbitals, so only the electron repulsion connects them. The direct term is \((ug|ug)=K\). The exchange term vanishes because it would pair opposite spins. Hence

\[
\langle D|H|0\rangle=\langle 0|H|D\rangle=K .
\]

\(K\) is the Coulomb interaction of the charge distribution \(gu\) with itself. It is positive, because it is proportional to the integral of the squared electric field of that distribution.

The gap \(2\Delta\) differs from twice the orbital-energy gap. With \(g\) doubly occupied, the Hartree-Fock orbital energies are

\[
\varepsilon_g=h_g+J_{gg},\qquad \varepsilon_u=h_u+2J_{gu}-K .
\]

Solving these for \(h_g\) and \(h_u\) and inserting them in \(E_D-E_0\) gives

\[
\begin{aligned}
2\Delta&=2h_u+J_{uu}-2h_g-J_{gg}\\
&=2(\varepsilon_u-2J_{gu}+K)+J_{uu}-2(\varepsilon_g-J_{gg})-J_{gg}\\
&=2(\varepsilon_u-\varepsilon_g)+J_{gg}+J_{uu}-4J_{gu}+2K .
\end{aligned}
\]

### Part 1: the amplitude equation

The operator \(X\) removes both electrons from \(g\) and places them in \(u\). It cannot do so twice, so \(X^2=0\) and the exponential series stops:

\[
e^{\pm T}=1\pm tX,\qquad e^{T}|0\rangle=|0\rangle+t|D\rangle .
\]

Acting to the left, \(X\) gives \(\langle 0|X=0\), because \(X^\dagger\) needs electrons in \(u\) and \(|0\rangle\) has none there. It also gives \(\langle D|X=\langle 0|\), because \(X^\dagger|D\rangle=|0\rangle\). Therefore

\[
\langle 0|e^{-T}=\langle 0|,\qquad \langle D|e^{-T}=\langle D|-t\langle 0| .
\]

The projection on \(\langle 0|\) is the energy:

\[
E=\langle 0|H\big(|0\rangle+t|D\rangle\big)=E_0+Kt .
\]

The projection on \(\langle D|\) must vanish, since \(\langle D|0\rangle=0\):

\[
\begin{aligned}
0&=\big(\langle D|-t\langle 0|\big)H\big(|0\rangle+t|D\rangle\big)\\
&=K+tE_D-tE_0-t^2K\\
&=K+2\Delta t-Kt^2 .
\end{aligned}
\]

The quadratic term comes from \(-THT\), not from \(T^2/2\), which is zero here. It is minus the correlation energy \(Kt\) multiplied by the amplitude \(t\).

### Part 2: two roots, two states

For \(K\neq0\), rewrite the equation as \(Kt^2-2\Delta t-K=0\). Its roots and their correlation energies are

\[
t_\pm=\frac{\Delta\pm\sqrt{\Delta^2+K^2}}{K},\qquad
E_\pm-E_0=Kt_\pm=\Delta\pm\sqrt{\Delta^2+K^2}.
\]

In the basis \(|0\rangle,|D\rangle\), the gerade FCI matrix measured from \(E_0\) is

\[
\begin{pmatrix}0&K\\K&2\Delta\end{pmatrix},
\qquad
\det\begin{pmatrix}-\lambda&K\\K&2\Delta-\lambda\end{pmatrix}
=\lambda^2-2\Delta\lambda-K^2=0 .
\]

Setting \(\lambda=Kt\) and dividing by \(-K\) turns this into \(K+2\Delta t-Kt^2=0\). The CCD energies are thus the two FCI eigenvalues.

This works because \(|0\rangle+t|D\rangle\) can represent any gerade state that contains some \(|0\rangle\). Both eigenstates do: if the coefficient of \(|0\rangle\) were zero, the first row of the eigenvalue equation would require \(K\) times the coefficient of \(|D\rangle\) to vanish. The product of the roots is \(t_+t_-=-1\), so the overlap of the two states, \(1+t_+t_-\), is zero, as it must be.

If \(K\) were zero, the amplitude equation would be linear and the second state, then pure \(|D\rangle\), would be lost. The agreement with FCI holds within this minimal basis; the error of the basis itself remains. A larger basis has further gerade orbitals, so single excitations contribute and CCD no longer equals FCI: in cc-pVTZ the correlation energies are \(-0.03924\) (CCD) and \(-0.03937\) hartree (FCI) at 1.4 bohr, and \(-0.0959\) and \(-0.1046\) hartree at 4 bohr.

### Part 3: linearization

Without the \(t^2\) term, and for \(\Delta\neq0\),

\[
K+2\Delta t=0\;\Rightarrow\; t_{\rm lin}=-\frac{K}{2\Delta},\qquad
E_{\rm lin}=Kt_{\rm lin}=-\frac{K^2}{2\Delta}.
\]

This is linearized CCD, the pair approximation known as CEPA(0). To see what it neglects, write the amplitude equation as \(K+(E_D-E)t=0\) with \(E=E_0+Kt\). Linearization replaces \(E\) by \(E_0\) in the bracket. One root is left. For \(\Delta>0\) it approximates the lower state, and the upper state is no longer described.

To compare with the lower CCD root, multiply and divide \(\Delta-\sqrt{\Delta^2+K^2}\) by \(\Delta+\sqrt{\Delta^2+K^2}\):

\[
E_--E_0=-\frac{K^2}{\Delta+\sqrt{\Delta^2+K^2}} .
\]

For \(\Delta>0\) this denominator exceeds \(2\Delta\), so \(E_{\rm lin}\) is too negative. For \(K\ll\Delta\), the expansion \(\sqrt{1+x^2}=1+x^2/2-x^4/8+\dots\) with \(x=K/\Delta\) gives

\[
E_--E_0=-\frac{K^2}{2\Delta}+\frac{K^4}{8\Delta^3}-\dots
\]

Linearization is therefore good when the coupling \(K\) is small compared with \(\Delta\).

### Part 4: numbers at 1.4 bohr

The computed integrals and orbital energies, in hartree, are \(J_{gg}=0.674594\), \(J_{uu}=0.697495\), \(J_{gu}=0.663564\), \(K=0.181258\), \(\varepsilon_g=-0.578203\) and \(\varepsilon_u=0.670268\). Then

\[
\begin{aligned}
2\Delta&=2(1.248471)+0.674594+0.697495-4(0.663564)+2(0.181258)\\
&=1.577291,
\end{aligned}
\]

so \(\Delta=0.788645\) and \(\sqrt{\Delta^2+K^2}=0.809207\). The roots are

\[
t_-=\frac{0.788645-0.809207}{0.181258}=-0.1134,\qquad
t_+=\frac{0.788645+0.809207}{0.181258}=8.815 .
\]

The lower correlation energy is \(-0.020562\) hartree, or \(-0.5595\) eV. With \(E_0=-1.116714\) hartree, the total energies are

\[
E_-=-1.137276,\qquad E_+=-1.116714+1.597852=0.481138\ \text{hartree},
\]

in agreement with diagonalization of the gerade block. The weight of \(|D\rangle\) in a normalized state is \(t^2/(1+t^2)\): about 1.3% in the lower state and 98.7% in the upper. The upper state is not the first excited state of the model. The ungerade triplet at \(-0.5318\) hartree and the ungerade singlet at \(-0.1693\) hartree both lie below it. These are energies of the minimal-basis model, not converged values for H\(_2\). In aug-cc-pVTZ the FCI ground state is \(-1.1726\) hartree and the correlation energy is \(-0.0396\) hartree, about twice the STO-3G value. There the lowest ungerade triplet and singlet lie at \(-0.783\) and \(-0.705\) hartree, and the second gerade singlet lies at \(-0.690\) hartree, so \(E_+\) should not be read as the second gerade singlet of the real molecule.

Linearization gives

\[
E_{\rm lin}=-\frac{(0.181258)^2}{1.577291}=-0.020830\ \text{hartree}=-0.5668\ \text{eV}.
\]

It is too low by 0.000268 hartree, which is 1.3% of the CCD correlation energy. The leading estimate \(K^4/(8\Delta^3)\) is 0.000275 hartree.

## Variation 1: stretch the bond

**Question.** What happens to the CCD and linearized energies as \(R\to\infty\)?

**Solution.** When \(a\) and \(b\) no longer overlap, \(g^2\) and \(u^2\) both become \((a^2+b^2)/2\). Then \(J_{uu}-J_{gg}\to0\). The one-electron energies include kinetic energy, so they need a separate look. With \(h_{aa}=\langle a|h|a\rangle=\langle b|h|b\rangle\) and \(h_{ab}=\langle a|h|b\rangle\), they are \(h_g=(h_{aa}+h_{ab})/(1+S)\) and \(h_u=(h_{aa}-h_{ab})/(1-S)\). Both \(S\) and \(h_{ab}\) vanish as the functions separate, so \(h_u-h_g\to0\). Hence \(\Delta=h_u-h_g+\tfrac12(J_{uu}-J_{gg})\to0\). The product \(gu\) becomes \((a^2-b^2)/2\), which gives

\[
K\to\tfrac12\big[(aa|aa)-(aa|bb)\big]\to\tfrac12(aa|aa),
\]

because \((aa|bb)\) falls off as \(1/R\). \(K\) stays finite, so \(t_-\to-1\) and \(E_--E_0\to-K\), while \(E_{\rm lin}\to-\infty\) as \(\Delta\) approaches zero from above. The spatial part of the lower state becomes

\[
g(1)g(2)-u(1)u(2)\to a(1)b(2)+b(1)a(2),
\]

with one electron on each atom. The computed values, with energies in hartree, are:

| \(R\) (bohr) | \(\Delta\) | \(t_-\) | \(E_--E_0\) | \(E_{\rm lin}\) |
|---|---|---|---|---|
| 1.4 | 0.7886 | −0.1134 | −0.0206 | −0.0208 |
| 4.0 | 0.1010 | −0.6891 | −0.1827 | −0.3479 |
| 10.0 | 0.0001 | −0.9997 | −0.3372 | −517.6 |

At 10 bohr the total CCD energy is \(-0.933164\) hartree, equal to that of two separate atoms in this basis to the digits printed. The linearized energy is already useless at 4 bohr, where in this basis it is nearly twice the CCD value; in cc-pVTZ the ratio is 1.4. The entry at 10 bohr depends on the tail of the basis function through the small \(\Delta\): STO-6G gives \(\Delta=0.00028\) and \(E_{\rm lin}=-205.5\) hartree.

## Variation 2: use the orbital-energy gap

**Question.** How is second-order Møller-Plesset theory (MP2) related to the linearized result?

**Solution.** MP2 takes its zeroth-order energies from sums of orbital energies. Exciting both electrons costs \(G=2(\varepsilon_u-\varepsilon_g)\), and singles are excluded by inversion, so \(E_{\rm MP2}=-K^2/G\). Now split the determinant gap as \(2\Delta=G+W\), with

\[
W=J_{gg}+J_{uu}-4J_{gu}+2K .
\]

The linearized equation \(K+(G+W)t=0\) can be written \(t=-K/G-(W/G)t\). Iterating from \(t=0\) gives \(-K/G\), the MP2 amplitude, in the first step. For \(|W/G|<1\), further steps build a geometric series whose sum is

\[
E_{\rm lin}=\frac{E_{\rm MP2}}{1+W/G}.
\]

At 1.4 bohr, \(G=2.496942\) and \(W=1.577291-2.496942=-0.919651\) hartree, so \(W/G=-0.3683\). MP2 gives \(-0.013158\) hartree, 64% of the CCD correlation energy. Dividing by \(1-0.3683\) restores the linearized value, \(-0.02083\) hartree. At this distance and in this basis, the choice of energy gap matters far more than the quadratic term: MP2 differs from the linearized value 29 times more than the linearized value differs from CCD. In cc-pVTZ, MP2 recovers 81% of the CCD correlation energy and this factor is 11.

## Computed values

```
H2, STO-3G; energies in hartree unless stated
bond length R = 1.4 bohr
overlap S = 0.659318 (no unit)
nuclear repulsion = 0.714286 hartree
h_g = -1.252797 hartree
h_u = -0.475602 hartree
J_gg = 0.674594 hartree
J_uu = 0.697495 hartree
J_gu = 0.663564 hartree
K = 0.181258 hartree
orbital energy g = -0.578203 hartree
orbital energy u = 0.670268 hartree
E0, reference total energy = -1.116714 hartree
E_D, doubly excited determinant = 0.460576 hartree
Delta = 0.788645 hartree
2 Delta = 1.577291 hartree
sqrt(Delta^2+K^2) = 0.809207 hartree
lower root t = -0.113438 (no unit)
upper root t = 8.815352 (no unit)
K t, lower root = -0.020562 hartree
K t, upper root = 1.597852 hartree
gerade FCI total, lower = -1.137276 hartree
gerade FCI total, upper = 0.481138 hartree
ungerade triplet total = -0.531808 hartree
ungerade singlet total = -0.169292 hartree
CCD correlation energy = -0.5595 eV
linearized t = -0.114917 (no unit)
linearized correlation energy = -0.020830 hartree
linearized correlation energy = -0.5668 eV
MP2 correlation energy = -0.013158 hartree
CCD minus linearized = 0.000268 hartree
K^4/(8 Delta^3) = 0.000275 hartree
Stretching: R in bohr, t without unit, the rest in hartree
   R       K      Delta     t_lower   E_CCD     E_lin     total_CCD
  1.4  0.181258  0.788645 -0.113438 -0.020562    -0.020830  -1.137276
  2.5  0.217937  0.334825 -0.296784 -0.064680    -0.070928  -1.030474
  4.0  0.265128  0.101028 -0.689087 -0.182696    -0.347887  -0.943778
  6.0  0.304020  0.016121 -0.948378 -0.288325    -2.866652  -0.933402
 10.0  0.337303  0.000110 -0.999674 -0.337193  -517.559007  -0.933164
two separate H atoms, same basis = -0.933164 hartree
```
